# Why Displacements per Atom Are Not a Surviving Defect Concentration

A beam of light ions enters a crystal wafer. Each ion knocks atoms off their sites, and these atoms knock out others. When the beam is switched off, the implant record gives the damage as 0.02 displacements per atom, or dpa. How many vacancies and interstitials does the crystal then contain?

The tempting answer is that 2% of the atoms are missing from their sites. With $5\times10^{22}$ atoms per cm³ this would mean $10^{21}$ vacancies per cm³, and as many interstitials.

The belief has something behind it. The unit reads like a concentration, the number comes from a count of displaced atoms, and at low dose, with immobile defects, the surviving concentration really is proportional to dpa. The count even leaves out collisions in which one atom merely replaces another. What it does not contain is the recombination of the pairs it has counted.

## What the count contains

Let $E_d$ be the threshold energy for displacing an atom, and let $N(E)$ be the number of atoms displaced by a recoil of energy $E$, itself included. Take collisions between equal hard spheres, for which the transferred energy $T$ is uniformly distributed between 0 and $E$. Ignore losses to electrons and the energy spent in leaving a site.

If $T<E_d$, the struck atom stays in place and the mover continues with $E-T$. If $T>E_d$ but $E-T<E_d$, the struck atom leaves and the mover takes its site: a replacement, with no new vacancy. If both energies exceed $E_d$, both atoms continue. With $N=0$ below $E_d$, all three cases contribute $N(T)+N(E-T)$. A recoil between $E_d$ and $2E_d$ cannot leave two atoms above threshold, so there $N=1$. For $E\ge 2E_d$,

$$N(E)=\frac1E\int_0^E[N(T)+N(E-T)]\,dT=\frac2E\int_0^E N(T)\,dT .$$

The two terms have equal integrals, as the substitution $T\to E-T$ shows. Multiplying by $E$ and differentiating gives

$$N+E\frac{dN}{dE}=2N,\qquad \frac{dN}{dE}=\frac NE,\qquad N=CE .$$

At $E=2E_d$ the integral equation gives $N=(2/2E_d)\,E_d=1$, so $C=1/(2E_d)$ and $N=E/(2E_d)$. A test that followed 500 cascades of energy $100E_d$, collision by collision, gave a mean of 49.93 displaced atoms, against 50 from the formula.

The Norgett–Robinson–Torrens (NRT) convention multiplies this law by 0.8, to allow for scattering that is not hard-sphere scattering, and replaces $E$ by the damage energy, the part not lost to electrons. It keeps $N=1$ from $E_d$ to $2.5E_d$, where the two branches meet.

Let each ion deposit damage energy $E_{\rm dam}$ uniformly in a layer of thickness $w$ and atomic density $n$. A dose $\Phi$ of ions per unit area supplies $\Phi/(nw)$ ions per atom of the layer, so the exposure is

$$x=\frac{0.8E_{\rm dam}}{2E_d}\,\frac{\Phi}{nw}.$$

Temperature, dose rate and time since implantation are absent. Nothing stops $x$ from passing 1, since an atom can be displaced, return to a site and be displaced again. A fraction of missing atoms cannot do that.

## What happens to the counted pairs

Let $c$ be the number of surviving vacancy–interstitial pairs per atom. Three losses separate it from $x$.

The first occurs within the cascade itself, where many vacancies and interstitials lie close together. Let a fraction $\xi$ of the counted pairs survive it. This model does not derive $\xi$; it is an input. At constant beam current, survivors are supplied at the rate $a=\xi\,dx/dt$ per atom.

The second loss comes from overlap with older damage. Suppose that a vacancy and an interstitial recombine at once if one lies within a capture zone of $v$ sites around the other. Place new defects at random. When $vc\ll1$ the zones hardly overlap, and a new vacancy falls into the zone of an old interstitial with probability $vc$. It destroys that interstitial, while its own partner remains. The number of pairs is then unchanged instead of rising by one, so the event costs one pair. The new interstitial has the same chance of meeting an old vacancy. The mean gain per new pair is therefore $1-2vc$.

This was tested by placing pairs at random on a lattice of $32^3$ sites with $v=33$. At $v\xi x=0.1$, overlap had removed 9.28% of the cascade survivors, against 9.34% from integrating this mean gain over the exposure.

The third loss is diffusion. Let $D$ be the sum of the vacancy and interstitial diffusivities, and let $r$ be the capture radius. Seen from a vacancy, the interstitial density $\rho$ obeys, in steady state,

$$\frac{d}{dR}\left(R^2\frac{d\rho}{dR}\right)=0,\qquad \rho(r)=0,\qquad \rho(\infty)=nc .$$

Two integrations give $\rho=nc(1-r/R)$. The inflow is the area times $D$ times the gradient at $R=r$:

$$4\pi r^2D\,\frac{nc}{r}=4\pi rDn\,c .$$

With $c$ vacancies per atom, the loss rate per atom is $Kc^2$, where $K=4\pi rDn$. Starting from a uniform density, the inflow is larger by the factor $1+r/\sqrt{\pi Dt}$, because the surroundings are not yet depleted. A numerical solution of the radial diffusion equation agreed with the inflow including this factor within 0.04% at $Dt/r^2=2$ and 20. The steady value of $K$ is used below, and the error this causes is estimated later.

## The balance and its solution

Together, the supply and the losses give

$$\frac{dc}{dt}=a-2avc-Kc^2,\qquad c(0)=0 .$$

This is a mean-field equation: it ignores correlations between defect positions, clusters, and sinks such as the surface. Both loss terms are non-negative, so $dc/dt\le a$ and $c\le\xi x\le x$. Within this model, exposure is an upper bound on the pair concentration. It is not a general bound on disorder, because dense cascades in semiconductors can leave amorphous pockets holding more displaced atoms than the NRT count.

To solve the equation, write $\beta=av$ and $y=Kc+\beta$. Then

$$\frac{dy}{dt}=aK-2\beta Kc-K^2c^2=(aK+\beta^2)-y^2=s^2-y^2,$$

with $s=\sqrt{a^2v^2+aK}$. The solution is $y=s\tanh(st+\theta)$, and $y(0)=\beta$ requires $\tanh\theta=\beta/s$. With $\tau=\tanh(st)$, the addition formula gives

$$y=s\,\frac{\tau+\beta/s}{1+\tau\beta/s}=\frac{s(s\tau+\beta)}{s+\beta\tau}.$$

Subtract $\beta$ and use $s^2-\beta^2=aK$:

$$y-\beta=\frac{s^2\tau+s\beta-s\beta-\beta^2\tau}{s+\beta\tau}=\frac{aK\tau}{s+\beta\tau}.$$

Since $c=(y-\beta)/K$,

$$c(t)=\frac{a\tanh(st)}{s+av\tanh(st)} .$$

Three limits show what dpa can and cannot say.

**Early times.** For $st\ll1$, $\tanh(st)\approx st$ and $c\approx at=\xi x$. This is the regime in which the belief is nearly right: the concentration is proportional to dpa, though smaller by the factor $\xi$.

**No diffusion.** As $K\to0$, $s\to av$. Using $\tanh z/(1+\tanh z)=(1-e^{-2z})/2$ and $at=\xi x$,

$$c=\frac{1-e^{-2v\xi x}}{2v}.$$

The concentration still depends on exposure alone, but it levels off at $1/(2v)$ while $x$ keeps growing.

**Fast diffusion.** If $K\gg av^2$ and $st\gg1$, then $c\to\sqrt{a/K}$. The exposure has dropped out: supply rate and temperature set the concentration, and a longer implant raises dpa without adding pairs.

The role of the dose rate is clearest after dividing the balance by $a$:

$$\frac{dc}{d(\xi x)}=1-2vc-\frac Ka\,c^2 .$$

At fixed dpa and fixed $\xi$, the beam current acts through $K/a$. A slower implant gives diffusion more time per displacement.

## One exposure, three temperatures

Take $\Phi=10^{14}$ cm⁻², $w=200$ nm, $n=5\times10^{22}$ cm⁻³, $E_{\rm dam}=10\,000$ eV per ion and $E_d=20$ eV. The NRT count per ion is $0.8\times10\,000/40=200$. The layer receives $10^{14}/(5\times10^{22}\times2\times10^{-5})=10^{-4}$ ions per atom. Hence $x=200\times10^{-4}=0.02$.

A current density of 1 µA/cm² of singly charged ions delivers the dose in 16.0 s. With $\xi=0.5$, the supply rate is $a=0.5\times0.02/16.02=6.24\times10^{-4}$ s⁻¹. The capture zone has 33 sites, and a sphere of the same volume has radius $r=0.54$ nm. The diffusivity is $D=D_0\exp(-E_m/k_BT)$, with $D_0=10^{-3}$ cm²/s and an effective barrier $E_m=0.9$ eV.

At 400 K, $K=155$ s⁻¹. Then $av=0.0206$ s⁻¹, $aK=0.0969$ s⁻² and $s=0.312$ s⁻¹, so $st=5.0$ and the hyperbolic tangent is nearly 1. The result is

$$c\approx\frac{6.24\times10^{-4}}{0.312+0.0206}=1.88\times10^{-3}.$$

Integrating each loss term over the implant gives the fate of the counted displacements:

$$x=(1-\xi)x+2av\int_0^t c\,dt'+K\int_0^t c^2\,dt'+c(t).$$

In percent of the exposure, with dose and current held fixed:

| Temperature | Overlap loss | Diffusion loss | Survivors |
|---|---:|---:|---:|
| 300 K | 13.4 | 0.04 | 36.6 |
| 350 K | 12.5 | 5.3 | 32.2 |
| 400 K | 5.4 | 35.3 | 9.4 |

The remaining 50% in every row is the assumed cascade loss. All three layers have received 0.02 dpa, or $10^{21}$ counted displacements per cm³. They hold $3.7\times10^{20}$ pairs per cm³ at 300 K and $9.4\times10^{19}$ at 400 K. Overlap loss falls on heating because diffusion leaves fewer old defects for new ones to meet.

The modest diffusion loss that the model gives at 350 K shows that a large rate constant is not enough. There $K=3.7$ s⁻¹ exceeds $av^2=0.68$ s⁻¹, but $st=0.84$: the beam stops before the steady state is reached.

Dose breaks the proportionality too. At 300 K and fixed current, the model says that exposures of 0.002, 0.02 and 0.2 dpa leave $9.7\times10^{-4}$, $7.3\times10^{-3}$ and $1.5\times10^{-2}$ pairs per atom. The surviving share falls from 48% to 37% to 7.5%. The last value is too low, because mean field is poor at high exposure: random placement on a lattice gives about 11%. The steep fall remains. At 400 K, delivering the original dose with ten times the current raises $c$ from $1.9\times10^{-3}$ to $4.8\times10^{-3}$, with dpa unchanged. No single conversion factor can describe these cases.

## After the beam stops

The exposure is now fixed, but recombination continues. Implanted ions add one further feature. If each ion eventually occupies a lattice site, the crystal has one interstitial too many per ion. The excess per atom is $\delta=\Phi/(nw)=10^{-4}$. Recombination removes one vacancy and one interstitial together, so it cannot change $\delta$.

Let $q$ be the vacancy concentration and $q+\delta$ that of the interstitials. Then $dq/dt=-Kq(q+\delta)$. Partial fractions give

$$\frac1{q(q+\delta)}=\frac1\delta\left(\frac1q-\frac1{q+\delta}\right),$$

and integration from $q_0$ at the end of the implant gives

$$\frac q{q+\delta}=\frac{q_0}{q_0+\delta}\,e^{-K\delta t}.$$

Solving for $q$,

$$q(t)=\frac{\delta q_0}{(q_0+\delta)e^{K\delta t}-q_0}.$$

For $K\delta t\ll1$ and $\delta\ll q_0$, the denominator is approximately $\delta(1+Kq_0t)$, so $q\approx q_0/(1+Kq_0t)$, the decay of equal populations. At late times the vacancies vanish exponentially and the interstitials tend to $\delta$.

By this mean-field formula, holding the 400 K layer at 400 K for 60 s lowers its vacancies from $1.9\times10^{-3}$ to $6.0\times10^{-5}$ per atom, a factor of about 31. Its dpa is still 0.02.

Now take the layer implanted at 300 K and place it at 600 K, neglecting the heating ramp. After 0.01 s the formula gives $6.3\times10^{-5}$ vacancies and $1.6\times10^{-4}$ interstitials per atom. After 0.1 s it gives only $9\times10^{-9}$ vacancies, while the interstitials remain at $1.0\times10^{-4}$, or $5\times10^{18}$ cm⁻³. This is 0.5% of the exposure, one part in 200, because the count was 200 displacements per ion and the excess is one interstitial per ion. What remains is set by the number of implanted ions, not by the number of displacements.

The formula makes the vacancies disappear too fast, because it assumes that both kinds of defect stay evenly mixed. Random placement leaves some regions with more vacancies than interstitials. Recombination cannot remove such a local imbalance; defects must first diffuse from one region to another. For randomly placed defects, the vacancy concentration after 0.01 s at 600 K is therefore higher than the formula gives. After 0.1 s, if both kinds are equally mobile, letting these local imbalances react and diffuse together leaves of order $10^{-6}$ vacancies per atom. That is still far below $\delta$, so the interstitial plateau shifts by only 1 or 2%. The estimate assumes that vacancies and interstitials are placed independently; in real cascades they are born close together, which reduces the imbalances.

The plateau is temporary in a real layer. At 600 K the time $w^2/D$ for diffusion across it is about 15 s, but an absorbing surface makes itself felt much sooner. In 0.1 s, when $\sqrt{Dt}$ is 17 nm, it lowers the layer's interstitial content below the plateau by about 7% if both kinds are equally mobile and by about 11% if only interstitials move; in 1 s the losses are about 21% and 30%.

## How far the numbers can be trusted

The neglected effects shift the results without restoring the belief. Averaging the transient capture factor over the implant changes $c$ by about $-2\%$, $-14\%$ and $-9\%$ at 300, 350 and 400 K. This estimate treats every defect as present from the start; defects created later have less depleted surroundings, so within the continuum picture the correction is larger: about $-3\%$, $-22\%$ and $-22\%$, and about $-27\%$ with ten times the current at 400 K. The continuum factor, however, needs a diffusion length larger than the atomic spacing. At 300 K, $\sqrt{Dt}$ is only 0.035 nm, about 0.1 jump per implant, and the factor overstates early capture. With nearest-neighbour hops on a simple cubic lattice and the same 33-site zone, the capture constant cannot exceed about $3K$. The corrections are then about $-0.2\%$, $-11\%$ and $-12\%$, and $-16\%$ at ten times the current. The diffusion losses in the table change more than $c$ does at the lower temperatures: on that lattice they rise to about 0.1% at 300 K and 10% at 350 K. Including the ion-added interstitials during the implant lowers the vacancy concentration at 400 K by 2.4%. If a wafer 0.7 mm thick kept all the power of the 40 keV beam, it would warm by about 4 K by the end of the implant, taking the classical heat capacity of $3k_B$ per atom; with silicon's lower heat capacity the rise is 5 to 5.5 K. Applying the 4 K rise from the start lowers $c$ at 350 K by 5%, so the effect of gradual warming is smaller.

The exposure has its own uncertainty. NRT should be applied to each recoil, not to the total damage energy. For a recoil spectrum proportional to $E^{-2}$ above 1 eV, the recoil-by-recoil count is 0.77 of the value used here, a figure set by the cutoff (0.63 for 0.1 eV, 0.99 for 10 eV); for $E^{-1.5}$, taken down to zero energy, it is 0.98.

Mean field is good at the example's dose: without diffusion, the lattice simulation gives about 2% more pairs. At high exposure it is poor. The lattice concentration also levels off, but at about 1.7 times the predicted ceiling. A single run gave 1.65 times, and its change when the exposure doubled from $v\xi x=10$ to 20 was within the random scatter of a few percent. Part of this follows from overlapping zones. For randomly placed defects the covered fraction is $1-e^{-vc}$, not $vc$. Gain and loss balance when this fraction is one half, so $vc=\ln2$, which is 1.39 times the mean-field value of one half. The rest may come from like defects gathering together, so that their zones overlap more; that is a conjecture here.

The parameters lie roughly in the regime of 40 keV boron implantation into silicon. The least realistic assumption is a single barrier of 0.9 eV. Isolated vacancies and interstitials in silicon move much more easily, and what is found at room temperature is largely complexes and clusters. The sensitivity is large: at 350 K, changing the barrier by $-0.1$ or $+0.1$ eV gives $2.3\times10^{-3}$ or $7.3\times10^{-3}$ pairs per atom instead of $6.4\times10^{-3}$. The values of $c$ are therefore results of this model, not predictions for a wafer. Activation anneals are usually far hotter than 600 K, and excess interstitials in silicon can form extended defects and speed up boron diffusion, neither of which is described here. Nor can the model describe amorphization.

Dpa remains useful for what it is: a common scale of calculated exposure, on which irradiations with different ions and energies can be compared. To turn it into a defect concentration one must also supply the cascade survival, the temperature, the dose rate and the time elapsed, together with a model of where the defects go. The numerical output below lists the values for this example.

## Numbers as computed

```
Input atomic density: 5.00e+22 cm^-3; layer: 200 nm
Input threshold: 20 eV; damage energy: 10000 eV/ion
Input ion energy: 40 keV; dose: 1.0e+14 cm^-2
Input current density: 1.0 uA/cm^2; survival: 0.50
Input barrier: 0.90 eV; D prefactor: 1.0e-03 cm^2/s
Capture zone: 33 sites; capture radius: 0.540 nm
Collision test at 100 thresholds: 49.93 pairs; law: 50 x 1
Low-exposure overlap loss: lattice 9.28%, formula 9.34%
Lattice pair growth when high exposure doubles: 0.995 times
Largest radial-capture test error: 0.038%
Ion flux: 6.242e+12 cm^-2 s^-1; beam time: 16.02 s
NRT displacements per ion: 200.0; exposure: 0.0200 dpa
Counted displacements: 1.000e+21 cm^-3
Cascade-survivor source: 6.242e-04 per atom per s
Dose for 1 dpa: 5.00e+15 cm^-2
Cascade loss at every temperature: 50.0% of dpa
300 K: D=7.597e-19 cm^2/s, K=2.578e-02 s^-1
  pairs/atom=7.313e-03; overlap=13.39%, diffusion=0.04%, survivors=36.57% of dpa
350 K: D=1.098e-16 cm^2/s, K=3.726e+00 s^-1
  pairs/atom=6.431e-03; overlap=12.52%, diffusion=5.33%, survivors=32.16% of dpa
400 K: D=4.576e-15 cm^2/s, K=1.553e+02 s^-1
  pairs/atom=1.876e-03; overlap=5.36%, diffusion=35.26%, survivors=9.38% of dpa
Surviving pairs at 300 K: 3.657e+20 cm^-3
Surviving pairs at 400 K: 9.382e+19 cm^-3
300 K, dose 1.0e+13 cm^-2: 0.0020 dpa, 9.677e-04 pairs/atom
300 K, dose 1.0e+14 cm^-2: 0.0200 dpa, 7.313e-03 pairs/atom
300 K, dose 1.0e+15 cm^-2: 0.2000 dpa, 1.499e-02 pairs/atom
400 K at 10 times current, same dose: 4.819e-03 pairs/atom
Ion-added interstitial excess: 1.000e-04 per atom
After 60 s at 400 K: 5.972e-05 vacancies/atom
600 K anneal: K=9.354e+05 s^-1
  after 0.01 s: vacancies 6.317e-05, interstitials 1.632e-04 per atom
  after 0.10 s: vacancies 8.546e-09, interstitials 1.000e-04 per atom
Final excess/dpa: 0.500%
Lattice correlation change at example exposure: +2.28%
Mean-field ceiling: 1.515e-02 pairs/atom; lattice/formula at high exposure: 1.65
Transient-capture estimate, change in pairs at 300, 350, 400 K: -1.70%, -13.93%, -9.07%
Ion-added interstitial effect on vacancies at 400 K: -2.40%
Uncooled beam heating: 4.42 K; pair change at 350 K: -4.94%
350 K pairs/atom, barrier -0.1/+0.1 eV: 2.273e-03/7.283e-03
Diffusion length: beam at 400 K 2.71 nm; 0.1 s anneal 16.60 nm
Layer-crossing time at 600 K: 14.51 s
Recoil-spectrum/total-energy NRT count: E^-2 0.768, E^-1.5 0.984
```
